Relaxation energy of a core hole shared among distant equivalent atoms, part 1

(Sections cited here and not found follow in the second part.)

## The hole in linear response

In unrestricted Hartree–Fock theory, taking one minority-spin 3p electron out of a free manganese atom costs 55.07 eV. If a second manganese atom is placed far away and the same single hole is spread equally over both, the cost rises to 57.72 eV. The atoms are too far apart to exchange an electron, and their mutual forces are negligible, yet the calculated energy has moved by 2.65 eV. A photon of wavelength 13.5 nm, which carries 91.84 eV, would release a photoelectron of 36.77 eV in the first description and of 34.12 eV in the second.

The two costs have a common part. If all remaining orbitals are kept as they were in the neutral atom, removing the electron costs 60.76 eV, whether the hole is localized or spread. The remaining electrons then adjust to the hole, and this lowers the energy. The gain is the relaxation energy. It is 5.68 eV for the localized hole and 3.03 eV for the shared one:

60.76 − 5.68 = 55.08 eV,  60.76 − 3.03 = 57.73 eV,

which agree with the costs above within rounding. The second gain is a little more than half the first. For n atoms the factor is 1/n when the electrons respond linearly to the hole, and the departure from one half comes from nonlinear response. To show this, the frozen energy and the relaxation energy have to be followed separately.

The manganese atom has the configuration 3d⁵4s², with all five 3d electrons in the majority spin. It is treated without relativity in the def2-TZVP basis with the f functions removed. The hole is made in the minority-spin 3p orbital that points along z, called h. Equations are in Hartree atomic units, where the electron charge, the electron mass and ħ equal one; numerical energies are in eV. Orbitals are real. A two-electron integral is written

(pq|rs) = ∫∫ p(1) q(1) r(2) s(2) / r₁₂ d1 d2,

so that the first pair of functions belongs to one electron and the second pair to the other.

A determinant is fixed by its density matrices P↑ and P↓, each the sum of i iᵀ over the occupied orbitals i of that spin. With P = P↑ + P↓, with t for the kinetic energy plus the nuclear attraction, and with E_nuc for the repulsion of the nuclei, the Hartree–Fock energy is

E[P] = Σσ tr(t Pσ) + ½ tr(P J[P]) − ½ Σσ tr(Pσ K[Pσ]) + E_nuc,  (1)

J[D]_pq = Σ_rs (pq|rs) D_rs,  K[D]_pq = Σ_rs (pr|sq) D_rs.

The Coulomb term J acts between all electrons and the exchange term K between electrons of equal spin. For a change D of the density matrices, let

Gσ[D] = J[D↑ + D↓] − K[Dσ].

The energy (1) is a quadratic function of the density matrices, so its expansion about the neutral atom stops at second order:

E[P + D] = E[P] + Σσ tr(Fσ Dσ) + ½ Σσ tr(Dσ Gσ[D]),  (2)

where Fσ = t + J[P] − K[Pσ] is the Fock matrix. The two cross terms between P and D are equal because tr(A J[B]) = tr(B J[A]) for symmetric matrices, and likewise for K. This cancels the factor ½ in the linear term.

For later use let the hole have an occupation x between zero and one, so that a fraction x of the electron is missing from h. An isolated atom with fractional x is not a physical state. It is a way to evaluate the functional (1), and it will turn out to describe one member of a group of atoms that share a hole. With frozen orbitals the change is D↓ = −x h hᵀ and D↑ = 0. Its linear term is −x hᵀF↓h = −xε, where ε is the energy of the orbital h in the neutral atom. Its quadratic term is

½ x² [(hh|hh) − (hh|hh)] = 0.

The first integral is the Coulomb repulsion of the hole with itself, the second its exchange with itself. They cancel, and therefore

E_frozen(x) = E₀ − xε,  (3)

with E₀ the energy of the neutral atom. For x = 1 this is Koopmans' estimate of the ionization energy, −ε = 60.76 eV.

The cancellation did not use the shape of h. It holds for any normalized orbital, and so for the orbital shared by n equivalent atoms,

φ = n^(−1/2) (h₁ + h₂ + … + hₙ),  (4)

where h_A is the copy of h on atom A, and the functions on distant atoms are orthogonal. With one whole electron removed from φ the frozen cost is

−φᵀF↓φ = −ε − (1/n) Σ_{A≠B} h_Aᵀ F↓ h_B.  (5)

The last sum describes hopping of the hole between atoms. It needs overlap between orbitals on different atoms and dies out with distance. The fractional charges 1/n on the atoms do repel each other, but the exchange term removes this repulsion together with the self-repulsion on each atom. This is as it should be, since one hole cannot repel itself. The frozen cost was tested for complete systems of two and four atoms with neighbours 3.0 nm apart, in the smaller def2-SVP basis without f functions. It is 60.723 eV for one, two and four atoms alike. The difference that opened the text is therefore one of relaxation.

The relaxation energy at hole occupation x is defined as

r(x) = E_frozen(x) − E(x),  (6)

where E(x) is the energy after the orbitals have become self-consistent with the hole held in place. To find r(x) for small x, let occupied orbitals mix with empty ones. Indices i and j denote occupied orbitals of the neutral atom, a and b empty ones, and X_ai the amount of a mixed into i. Mixing takes place within each spin, and the spin label on X is left out where it can be read from the orbitals. To second order the orbital i becomes

i′ = i + Σ_a X_ai a − ½ Σ_{a,j} X_ai X_aj j.

The last term keeps the orbitals orthonormal. The mixing adds Σ_a X_ai X_aj to the overlap of i′ with j′, and the last terms of the two orbitals together remove the same amount.

Summing i′ i′ᵀ over occupied orbitals gives the change of the density matrix of a full shell. Its parts of first and second order are

D₁ = Σ_ai X_ai (a iᵀ + i aᵀ),

D₂ = Σ_{a,b,i} X_ai X_bi a bᵀ − Σ_{a,i,j} X_ai X_aj i jᵀ.

The first term of D₂ puts electrons into empty orbitals, and the second takes the same number out of occupied ones. The hole contributes −x h′h′ᵀ, whose leading part is −x h hᵀ.

Insert these changes into equation (2), counting x and X as small quantities of the same order. The linear term with D₁ vanishes, because in the self-consistent neutral atom the Fock matrix has no elements between occupied and empty orbitals. For the same reason the mixing of h itself adds nothing to the linear term of the hole at order xX. If the orbitals are eigenvectors of the Fock matrix, the linear term with D₂ is

Σ_ai (ε_a − ε_i) X_ai²,

which is the cost of promoting electrons. The quadratic term of equation (2) contains D₁ and −x h hᵀ. The hole with itself gives zero, as before. The cross term is −x Σσ tr(D₁σ Gσ[h hᵀ]). Each X_ai occurs twice in D₁, once in a iᵀ and once in i aᵀ, so the cross term equals 2x Σ v_ai X_ai with

v↑ = −J_h,  v↓ = −(J_h − K_h).  (7)

Here J_h and K_h are the matrices J and K made with h hᵀ. The potential v is what the other electrons feel when a whole electron is taken out of h. It is attractive on balance, since a repelling charge has been removed, and exchange weakens it for electrons with the spin of the hole.

The remaining quadratic term is ½ Σσ tr(D₁σ Gσ[D₁]) = Σ X_ai G[D₁]_ai, again because X_ai occurs twice. The Coulomb part of G[D₁]_ai is 2 Σ (ai|bj) X_bj, summed over both spins. The exchange part is −Σ [(ab|ij) + (aj|bi)] X_bj, summed over equal spin, with one integral from b jᵀ and one from j bᵀ. Collecting everything, with X and v written as vectors over all pairs ai,

E(x; X) = E₀ − xε + XᵀMX + 2x vᵀX,  (8)

M_ai,bj = (ε_a − ε_i) δ_ai,bj + 2(ai|bj) − [(ab|ij) + (aj|bi)],

where the square bracket is present for equal spins and absent otherwise.

Setting the derivative with respect to X to zero gives 2MX + 2xv = 0, so X = −xM⁻¹v. With this solution the quadratic term XᵀMX equals x² vᵀM⁻¹v and the linear term 2x vᵀX equals −2x² vᵀM⁻¹v. The electrons thus spend, on their own distortion, half of what they gain from the potential of the hole. The sum is −x² vᵀM⁻¹v, and by definition (6)

r(x) = R x² + terms of order x³,  R = vᵀM⁻¹v.  (9)

The square is the source of the whole effect. One factor x measures how strongly the hole drives the electrons, and the other measures how far they have moved.

One kind of rotation has been left out, the mixing of h with another occupied orbital k by a small angle Y. It leaves the full shells unchanged and alters the hole alone. Its cost contains x(ε − ε_k)Y², and its driving term is of order x²Y, because the Fock matrix must first change by an amount of order x before it can couple h to k. Hence Y is of order x and the energy gained is of order x³, which does not touch R. This needs ε ≠ ε_k for every k that can couple to h. In the atom the 3p orbitals along x and y are degenerate with h, but reflection symmetry forbids the coupling.

For manganese, solving the linear equations gives R = 6.482 eV. The same quantity was obtained without M, from self-consistent energies at the small occupations x = 0.02 and x = 0.04. If r(x)/x² = R + Cx + …, then twice its value at 0.02 minus its value at 0.04 is free of C. This gives 6.483 eV, which differs from the result of equation (9) by 0.02 % of R.

Now let n atoms share the hole through the orbital φ of equation (4). The derivation of equation (8) can be repeated for the whole group, with φ in place of h and the occupation of the hole again called x, to be set to one at the end. The occupied orbitals of the neutral group may be taken as those of the separate atoms, since mixing occupied orbitals among themselves leaves a determinant unchanged. The density matrix of the hole is

φφᵀ = (1/n) Σ_A h_A h_Aᵀ + (1/n) Σ_{A≠B} h_A h_Bᵀ.  (10)

On atom A the first sum yields the atomic driving potential divided by n. Everything else that drives the electrons comes from other atoms. The charge 1/n on atom B enters through (ai|h_B h_B)/n, with a and i on atom A. Because a and i are orthogonal, their product carries no net charge, and the leading part is that of a dipole in the field of a charge, which falls as d⁻² with the distance d. The second sum in equation (10) acts through exchange, by integrals such as (a h_A|h_B k)/n with k on atom B. The product a h_A has no net charge either, so these integrals also fall at least as fast as d⁻². Both kinds of term vanish as the atoms are moved apart, and with them their effect on the energy.

The matrix M separates in the same limit. Between a pair ai on atom A and a pair bj on atom B, the Coulomb integral is an interaction of two dipoles and falls as d⁻³, while the exchange integrals need overlap between the atoms. Each atom therefore responds by itself, with the atomic matrix M and the driving potential v/n. The contributions add:

R_shared = Σ_A (v/n)ᵀ M⁻¹ (v/n) = n · R/n² = R/n.  (11)

There are n atoms to relax, but each relaxes with only 1/n² of the energy. For n = 1 the localized result returns. For large n the shared hole gains almost nothing, and its cost approaches the frozen value −ε.

Equation (11) also relies on the hole staying in φ. There are n − 1 other combinations of the orbitals h_A, all occupied and all degenerate with φ when hopping vanishes, so the argument that made Y small does not apply to them. What holds the hole in place is symmetry. An operation that permutes the atoms leaves the density of the shared hole unchanged, and hence also the relaxed Fock matrix, which then cannot couple φ to a combination of different symmetry. The energy is stationary with respect to such a rotation, but nothing so far says that it is a minimum.

A hole shared equally by n distant atoms thus has the same frozen cost as a localized one, but in linear response it gains only R/n in relaxation energy. It remains to follow the relaxation beyond linear response and to find out whether the symmetric shared hole is a minimum of the energy.
